\section*{The Lorentz Field Misapplied to Permanent Water Dipoles}

\section*{Setting and data}

Liquid water is modelled as a fluid of rigid, classical point dipoles that are free to rotate. Each has the moment of an isolated water molecule, $\mu=1.85$ debye $=0.72785$ a.u. The mass density is $0.997\ \mathrm{g/cm^3}$ and the molar mass $18.015\ \mathrm{g/mol}$. Electronic polarizability and short-range orientational correlation are left out.

Hartree atomic units are used, with temperature in kelvin and $k_B=3.16681\times10^{-6}$ hartree/K. The number density is $n$, the polarization is $\mathbf P$, and $\mathbf E$ is the macroscopic field inside the sample. The relative permittivity $\varepsilon$ is defined for weak fields by $4\pi\mathbf P=(\varepsilon-1)\mathbf E$. Spontaneous polarization means $\mathbf P\neq0$ at $\mathbf E=0$, as in a long needle polarized along its axis, whose end charges are too far away to matter.

\section*{Part (a): the mean field at a molecule}

\textbf{Question.} The sample is uniformly polarized. Find the mean field $\mathbf F$ at a molecule when every other molecule is replaced by its mean dipole. State what is assumed about the near neighbours.

\textbf{Answer.} Draw a sphere of radius $a$ around the molecule, large enough for the matter outside to be treated as a continuum. Uniform polarization has no volume charge. The matter outside the sphere therefore acts through two surface charges: that on the outer boundary of the sample, which together with any external charges produces $\mathbf E$, and that on the spherical surface.

Take $\mathbf P$ along $z$. At the sphere, the normal pointing out of the matter is $-\hat{\mathbf r}$, so the surface charge density is $\sigma=-P\cos\theta$. A charge $\sigma\,dS$ at $a\hat{\mathbf r}$ produces the field $-\sigma\,dS\,\hat{\mathbf r}/a^2$ at the centre. With $dS=a^2d\Omega$, its $z$ component integrates to
\begin{equation}
\int P\cos^2\theta\,d\Omega
=2\pi P\int_{-1}^{1}c^2\,dc=\frac{4\pi P}{3}.
\end{equation}

The molecules inside the sphere, each with mean dipole $p$ along $z$, contribute $p\sum(3z^2-r^2)/r^5$. In a cubic or isotropic arrangement the average of $z^2$ over each shell is $r^2/3$, and the sum vanishes. Hence
\begin{equation}
\mathbf F=\mathbf E+\frac{4\pi}{3}\mathbf P .
\label{eq:lorentz}
\end{equation}

A direct sum over a long cylinder of parallel dipoles on a simple cubic lattice, less the macroscopic field of its end faces, gives the factor $4.1888$, in agreement with $4\pi/3$. The derivation gives the neighbours the same mean dipole whatever the momentary direction of the central molecule. Part (d) returns to this point.

\section*{Part (b): a transition temperature}

\textbf{Question.} Suppose that the whole of $\mathbf F$ orients each permanent dipole. Show that the model then has a spontaneously polarized state below some temperature $T_c$, and evaluate $T_c$ for the data given. Find how the polarization vanishes at $T_c$, and describe the predicted state at 300 K.

\textbf{Answer.} A dipole at angle $\theta$ to $\mathbf F$ has energy $-\mu F\cos\theta$. With $x=\mu F/(k_BT)$, its orientational partition function is
\begin{equation}
Z=\frac12\int_{-1}^{1}e^{xc}\,dc=\frac{\sinh x}{x},
\end{equation}
and the mean cosine is the Langevin function,
\begin{equation}
\langle\cos\theta\rangle=\frac{d\ln Z}{dx}=\coth x-\frac1x\equiv L(x).
\end{equation}
For small $x$, $Z=1+x^2/6+x^4/120+\dots$, so
\begin{equation}
\ln Z=\frac{x^2}{6}+\frac{x^4}{120}-\frac{x^4}{72}+\dots
=\frac{x^2}{6}-\frac{x^4}{180}+\dots,\qquad
L(x)=\frac x3-\frac{x^3}{45}+\dots
\end{equation}

Let $m=P/(n\mu)$. At $E=0$ the supposed orienting field is $F=4\pi n\mu m/3$, and
\begin{equation}
x=\frac{4\pi n\mu^2}{3k_BT}\,m=3um,\qquad
u=\frac{T_c}{T},\qquad
k_BT_c=\frac{4\pi n\mu^2}{9}.
\label{eq:tc}
\end{equation}
Here $T_c$ is so far just a name for a combination of parameters. Self-consistency requires
\begin{equation}
m=L(3um).
\label{eq:self}
\end{equation}

To see when a root $m>0$ exists, first show that $L(x)<x/3$ for $x>0$. Multiplied by $x\sinh x$, this inequality reads $x\cosh x-\sinh x<\frac13x^2\sinh x$. The two sides have the series
\begin{align}
x\cosh x-\sinh x&=\sum_{k\ge1}\frac{2k}{(2k+1)!}\,x^{2k+1},\\
\frac{x^2}{3}\sinh x&=\sum_{k\ge1}\frac{2k}{(2k+1)!}\,\frac{2k+1}{3}\,x^{2k+1}.
\end{align}
The factor $(2k+1)/3$ equals one for $k=1$ and exceeds one for larger $k$, which proves the inequality. If $u\le1$, then $L(3um)<um\le m$, and there is no positive root. If $u>1$, the right side of \eqref{eq:self} starts with slope $u>1$ and lies above $m$ near the origin, while at $m=1$ it lies below one. The curves must cross. The polarized solution therefore exists for $T<T_c$ and not above.

Among uniformly polarized states it is also the stable solution. Non-uniform patterns are not considered here. On a simple cubic lattice they would matter: alternating columns of dipoles have a mean-field coupling of $5.35$ in place of $4\pi/3$ and would order first. In the free energy $-k_BT\ln Z$ of one dipole in the field of the others, each pair interaction is counted twice when summed over dipoles. The mean interaction energy of one dipole with the others is $-\mu Fm=-mx\,k_BT$. Subtracting half of it removes the double counting and gives, per dipole,
\begin{equation}
\frac{f}{k_BT}=\frac{mx}{2}-\ln Z(x)=\frac{3u}{2}m^2-\ln Z(3um),
\qquad
\frac{1}{k_BT}\frac{df}{dm}=3u\,[m-L(3um)].
\end{equation}
At a root of \eqref{eq:self} this $f$ is the mean-field free energy. At other values of $m$ it is a lower bound on the free energy at imposed $m$. The two agree at the roots and therefore have the same lowest minimum. For $u>1$ the derivative is negative just above $m=0$ and positive at $m=1$, so the minimum lies at a nonzero root, below the value $f=0$ of the unpolarized state.

The numbers are
\begin{align}
n&=3.3328\times10^{28}\ \mathrm{m^{-3}}=4.9387\times10^{-3}\ \mathrm{bohr^{-3}},\\
k_BT_c&=\frac13\cdot\frac{4\pi n\mu^2}{3}
=\frac{1.09593\times10^{-2}}{3}=3.6531\times10^{-3}\ \text{hartree},\\
T_c&=\frac{3.6531\times10^{-3}}{3.16681\times10^{-6}}\ \mathrm K
\approx1154\ \mathrm K .
\end{align}
In SI units $\mu^2$ is replaced by $\mu^2/(4\pi\varepsilon_0)$, so that $T_c=n\mu^2/(9\varepsilon_0k_B)$, with the same value.

Just below $T_c$, insert the expansion of $L$ in \eqref{eq:self}:
\begin{equation}
m\simeq um-\frac{27u^3m^3}{45}
\quad\Longrightarrow\quad
m^2\simeq\frac{5}{3}\,\frac{u-1}{u^3}\simeq\frac53\left(1-\frac{T}{T_c}\right).
\end{equation}
Because the expansion of $L$ was cut off, both forms of $m^2$ hold only to leading order in $1-T/T_c$. The polarization vanishes continuously, as a square root. At $T=0.999\,T_c$ this law gives $m=0.04082$, and the full equation gives $0.04081$.

At 300 K, $u=3.845$ and the root of \eqref{eq:self} is $m=0.904$. The check is $x=3\times3.845\times0.9041=10.43$ and $L(10.43)\simeq1-1/10.43=0.904$. The supposed orienting field is $F=1.36\times10^{-2}$ a.u., and the free energy lies $2.68\,k_BT$ per dipole below that of the unpolarized state. The closure thus predicts that water at room temperature is a strongly polarized ferroelectric liquid. Real liquid water has no spontaneous polarization, so the prediction is false.

\section*{Part (c): the dielectric response of the same closure}

\textbf{Question.} With the same supposition, find $\varepsilon(T)$ for a weak field in the unpolarized state. Interpret its behaviour at and below $T_c$.

\textbf{Answer.} For weak fields $L(x)\simeq x/3$, so $P=n\mu^2F/(3k_BT)$. Multiply by $4\pi/3$ and use \eqref{eq:tc}:
\begin{equation}
\frac{4\pi P}{3}=\frac{4\pi n\mu^2}{9k_BT}\,F
=u\left(E+\frac{4\pi P}{3}\right).
\end{equation}
Since $4\pi P=(\varepsilon-1)E$, the left side is $(\varepsilon-1)E/3$ and the bracket is $(\varepsilon+2)E/3$. Therefore
\begin{equation}
\frac{\varepsilon-1}{\varepsilon+2}=u,\qquad
\varepsilon(1-u)=1+2u,\qquad
\varepsilon=\frac{T+2T_c}{T-T_c}.
\label{eq:cm}
\end{equation}

This is the polarization catastrophe. Polarization strengthens the orienting field, which increases the polarization, and at $u=1$ the feedback sustains itself without an applied field. At 1200 K, with the unrounded $T_c=1153.56$ K, the formula gives $\varepsilon=75.5$, because the temperature is close to the pole. The value is correspondingly sensitive: $\mu=1.855$ debye in place of $1.85$ gives about $88$. At 300 K it gives $\varepsilon=-3.05$. This negative value does not describe a stable liquid: the curvature of $f/(k_BT)$ at $m=0$ is $3u(1-u)$, which is negative for $u>1$. Formula \eqref{eq:cm} has there been expanded about a maximum of the free energy.

\section*{Part (d): which part of the field turns the dipole?}

\textbf{Question.} Place one molecule at the centre of an empty sphere of radius $a$ in a continuum of permittivity $\varepsilon$, with $4\pi na^3/3=1$. Find the field in the sphere due to a distant uniform field $E$ without the dipole, and the field that the dipole induces at its own position. Compare their mean sum with \eqref{eq:lorentz}, and identify the error in part (b).

\textbf{Answer.} The potential and the normal component of the displacement are continuous at $r=a$. For the empty sphere, write
\begin{equation}
\phi_{\rm in}=-Gr\cos\theta,\qquad
\phi_{\rm out}=\left(-Er+\frac{B}{r^2}\right)\cos\theta .
\end{equation}
Continuity of the potential gives $B=(E-G)a^3$. The radial field is $-\partial\phi/\partial r$, so the second condition is
\begin{equation}
G=\varepsilon\left(E+\frac{2B}{a^3}\right)=\varepsilon(3E-2G)
\quad\Longrightarrow\quad
G=\frac{3\varepsilon}{2\varepsilon+1}\,E .
\label{eq:cavity}
\end{equation}
This is the cavity field.

Now put the dipole at the centre and set $E=0$. With $\theta$ measured from the dipole,
\begin{equation}
\phi_{\rm in}=\left(\frac{\mu}{r^2}-Rr\right)\cos\theta,\qquad
\phi_{\rm out}=\frac{C}{r^2}\cos\theta .
\end{equation}
Continuity of the potential gives $C=\mu-Ra^3$, and that of the normal displacement gives
\begin{equation}
\frac{2\mu}{a^3}+R=\frac{2\varepsilon C}{a^3}
=\frac{2\varepsilon\mu}{a^3}-2\varepsilon R
\quad\Longrightarrow\quad
\mathbf R=\frac{2(\varepsilon-1)}{2\varepsilon+1}\,\frac{\boldsymbol\mu}{a^3}.
\end{equation}
This is the reaction field: the dipole polarizes its surroundings, and they act back on it.

Average $\mathbf R$ over orientations, with $n\langle\boldsymbol\mu\rangle=\mathbf P$ and $1/a^3=4\pi n/3$:
\begin{equation}
\langle\mathbf R\rangle
=\frac{2(\varepsilon-1)}{2\varepsilon+1}\,\frac{4\pi\mathbf P}{3}
=\frac{2(\varepsilon-1)^2}{3(2\varepsilon+1)}\,\mathbf E .
\label{eq:meanR}
\end{equation}
Adding the cavity field gives
\begin{align}
\mathbf G+\langle\mathbf R\rangle
&=\frac{9\varepsilon+2(\varepsilon-1)^2}{3(2\varepsilon+1)}\,\mathbf E
=\frac{2\varepsilon^2+5\varepsilon+2}{3(2\varepsilon+1)}\,\mathbf E\\
&=\frac{(2\varepsilon+1)(\varepsilon+2)}{3(2\varepsilon+1)}\,\mathbf E
=\frac{\varepsilon+2}{3}\,\mathbf E
=\mathbf E+\frac{4\pi}{3}\mathbf P .
\end{align}

In this model the Lorentz field is thus the correct mean field. The error lies in its use. The torque on the dipole is
\begin{equation}
\boldsymbol\mu\times(\mathbf G+\mathbf R)=\boldsymbol\mu\times\mathbf G,
\end{equation}
because $\mathbf R$ is parallel to the momentary $\boldsymbol\mu$. The reaction field turns with the dipole and favours no direction. Part (b) replaced $\mathbf R$ by its mean, a vector fixed in space, and let that vector exert a torque. The mean-dipole picture of part (a) hides this, since its neighbours do not respond to the momentary direction of the central molecule.

For a dipole induced along the field by an isotropic polarizability the objection does not arise in this form, since such a moment responds to the total field, reaction field included.

\section*{Part (e): the repaired closure}

\textbf{Question.} Let $\mathbf G$ alone orient the dipoles. Find $\varepsilon(T)$, show that it is finite at every $T>0$, and evaluate it at 300 K. Compare it with \eqref{eq:cm} in the dilute limit. What does the result leave open?

\textbf{Answer.} The weak-field polarization is now $P=n\mu^2G/(3k_BT)$. Multiply by $4\pi$, use $4\pi n\mu^2/(3k_BT)=3u$ and insert \eqref{eq:cavity}:
\begin{equation}
(\varepsilon-1)E=3u\,\frac{3\varepsilon}{2\varepsilon+1}\,E
\quad\Longrightarrow\quad
\frac{(\varepsilon-1)(2\varepsilon+1)}{\varepsilon}=9u .
\label{eq:ons}
\end{equation}
This is Onsager's equation for rigid dipoles. With $s=9u$ it becomes $2\varepsilon^2-(1+s)\varepsilon-1=0$. The product of the roots is $-1/2$, so one root is positive:
\begin{equation}
\varepsilon=\frac{1+s+\sqrt{(1+s)^2+8}}{4}.
\end{equation}
It is finite for every finite $s$, hence for every $T>0$. For $T\ll T_c$ it grows as $s/2=9T_c/(2T)$ and diverges only as $T\to0$. That limit belongs to classical rotors. For a freely rotating water molecule, quantized rotation lowers the orientational polarizability by about 3 per cent at 300 K and by about a quarter at 30 K. The feedback is weak because the ratio $G/E$ cannot exceed $3/2$, however large $\varepsilon$ becomes, whereas $F/E=(\varepsilon+2)/3$ grows without limit.

At 300 K, $s=34.607$ and
\begin{equation}
\varepsilon=\frac{35.607+\sqrt{35.607^2+8}}{4}\approx17.8 .
\end{equation}
At this permittivity $G/E=1.459$ and $F/E=6.610$. The reaction field makes up $1-1.459/6.610\approx78$ per cent of the Lorentz field, and part (b) let all of it exert a torque. At 1200 K and the same density, Onsager's equation gives $4.93$ where \eqref{eq:cm} gives $75.5$. The fixed density makes this a comparison of two closures, not a description of hot water.

In the dilute or hot limit $u\ll1$, \eqref{eq:cm} gives
\begin{equation}
\varepsilon=1+\frac{3u}{1-u}=1+3u+3u^2+3u^3+\dots
\end{equation}
For \eqref{eq:ons}, put $\varepsilon=1+\delta$, so that $3\delta+2\delta^2=9u(1+\delta)$, and try $\delta=3u+bu^2+cu^3$. The coefficients of $u^2$ and $u^3$ give
\begin{align}
3b+18&=27 &&\Longrightarrow\quad b=3,\\
3c+12b&=9b &&\Longrightarrow\quad c=-b=-3 .
\end{align}
Hence $\varepsilon=1+3u+3u^2-3u^3+\dots$, and the closures first differ at third order. The reason can be read from \eqref{eq:meanR}: with $\varepsilon-1\simeq3u$, the mean reaction field is $2u^2E$ to leading order. Letting it orient the dipoles adds $3u\times2u^2=6u^3$ to $\varepsilon$, which is the difference found. The choice of closure therefore matters little in a thin polar gas. Neither third-order coefficient is exact: for dipoles in hard spheres at low density, the expansion in $\mu^2$ gives $+\frac{3}{16}u^3$, about midway between the two, so at this order the cavity model removes roughly twice too much. At 10\,000 K and the fixed density, the two values are $1.391$ and $1.381$. In the liquid at 300 K, where $u=3.845$, the expansion is of no use and the closures disagree completely.

Two matters remain open. First, the measured permittivity of water near room temperature is roughly 80, far above $17.8$. The model omits electronic polarizability and the correlation of neighbouring molecules through hydrogen bonds, and this calculation does not determine the share of each in the gap. The continuum cavity is itself an approximation: for rigid dipoles in hard spheres at the same $u$, without polarizability or hydrogen bonds, the mean spherical approximation gives about $45$. Secondly, the repair assumes from the start that the surroundings are an unpolarized, linear continuum. It removes the catastrophe of part (b), but it does not prove that no fluid of strong dipoles can order. The numerical output below lists the values used here.

\section*{Computed values}
\begin{verbatim}
dipole moment: 1.85 debye = 0.72785 a.u.
mass density: 0.997 g/cm^3
molar mass: 18.015 g/mol
number density: 4.938729e-03 bohr^-3 = 3.3328e+28 m^-3
coupling 4 pi n mu^2/3: 1.095930e-02 hartree
k_B: 3.166812e-06 hartree/K
k_B T_c: 3.653100e-03 hartree
spurious T_c, atomic-unit formula: 1153.6 K
spurious T_c, SI formula: 1153.6 K
onset T from quadrature at m = 0.001: 1153.6 K
Lorentz factor, needle sum: 4.1888 (dimensionless)
4 pi/3: 4.1888 (dimensionless)
room temperature used: 300 K
T_c/T at 300 K: 3.845 (dimensionless)
false m at 300 K: 0.9041 (dimensionless)
false P at 300 K: 3.2500e-03 a.u.
false local field: 1.3613e-02 a.u. = 7.000e+09 V/m
mu F/(k_B T): 10.430 (dimensionless)
false free energy per dipole: -2.677 k_B T
m at 0.999 T_c, numerical: 0.04081 (dimensionless)
m at 0.999 T_c, square-root law: 0.04082
9 T_c/T at 300 K: 34.607 (dimensionless)
Onsager eps at 300 K: 17.831 (dimensionless)
cavity field/E there: 1.4591
Lorentz field/E there: 6.6105
reaction share of Lorentz field: 77.9 percent
Permittivity at fixed density (dimensionless):
T = 300 K: Lorentz formula -3.054, Onsager 17.831
T = 1000 K: Lorentz formula -21.537, Onsager 5.778
T = 1200 K: Lorentz formula 75.516, Onsager 4.927
T = 1500 K: Lorentz formula 10.989, Onsager 4.083
T = 3000 K: Lorentz formula 2.874, Onsager 2.436
T = 10000 K: Lorentz formula 1.391, Onsager 1.381
\end{verbatim}
